# A failing check and its repair

Subject: Slave-boson mean field and the superconducting dome of the t-J model.

```python
"""
Slave-boson mean field of the square-lattice t-J model.
Result under test: T_c = min(T_RVB, T_BE) is a dome in doping delta, because
d-wave spinon pairing weakens and holon condensation strengthens with delta.
Symbols (energies in J, temperature means k_B T):
 chi  = sum_spin <f_i^+ f_j>, pair = d-wave bond amplitude of the spinons,
 B    = <b_i^+ b_j>, n0 = holon condensate density,
 hop  = t B + 3 J chi/8, spinon energy xi = -2 hop gamma - mu,
 gamma = cos kx + cos ky, d = cos kx - cos ky,
 g_F  = value of gamma at the spinon Fermi line (mu = -2 hop g_F),
 tau  = fixed interlayer holon hopping, s = (band bottom - mu_b)/T.
"""
from functools import reduce
import numpy as np
from scipy import constants
from scipy.optimize import brentq, root
from scipy.special import ellipe, ellipkm1, i0e, i1e

J, t, TAU = 1.0, 3.0, 1.0e-3
J_EV = 0.1
KELVIN_PER_J = J_EV * constants.e / constants.k

# ---------- many-body checks of the mapping and of the Wick factor ----------
def fermion_modes(n):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign, one = np.diag([1.0, -1.0]), np.eye(2)
    return [reduce(np.kron, [sign]*j + [lower] + [one]*(n-j-1))
            for j in range(n)]

def spin_dot(f, i, j):
    def parts(site):
        up, dn = f[2*site], f[2*site+1]
        return 0.5*(up.T@up - dn.T@dn), up.T@dn
    zi, pi_ = parts(i)
    zj, pj = parts(j)
    return zi@zj + 0.5*(pi_@pj.T + pi_.T@pj)

c = fermion_modes(4)
electron_h = J*spin_dot(c, 0, 1)
for spin in (0, 1):
    move = c[spin].T @ c[2+spin]
    electron_h = electron_h - t*(move + move.T)
double = sum(c[2*i].T@c[2*i]@c[2*i+1].T@c[2*i+1] for i in (0, 1))
keep = np.where(np.abs(np.diag(double)) < 1e-12)[0]
electron_levels = np.linalg.eigvalsh(electron_h[np.ix_(keep, keep)])

lower = np.array([[0.0, 1.0], [0.0, 0.0]])
b = [np.kron(np.eye(16), np.kron(lower, np.eye(2))),
     np.kron(np.eye(16), np.kron(np.eye(2), lower))]
f = [np.kron(op, np.eye(4)) for op in c]
slave_h = J*spin_dot(f, 0, 1)
for spin in (0, 1):
    move = f[spin].T @ f[2+spin] @ b[1].T @ b[0]
    slave_h = slave_h - t*(move + move.T)
site_count = [np.diag(f[2*i].T@f[2*i] + f[2*i+1].T@f[2*i+1] + b[i].T@b[i])
              for i in (0, 1)]
keep = np.where((np.abs(site_count[0]-1) < 1e-12)
                & (np.abs(site_count[1]-1) < 1e-12))[0]
slave_levels = np.linalg.eigvalsh(slave_h[np.ix_(keep, keep)])
assert len(electron_levels) == len(slave_levels) == 9
assert np.allclose(electron_levels, slave_levels, atol=1e-11)

f = fermion_modes(8)
def bond_hop(i, j):
    return sum(f[2*i+s].T @ f[2*j+s] for s in (0, 1))
def bond_pair(i, j):
    return f[2*i]@f[2*j+1] - f[2*i+1]@f[2*j]
plaquette_h = 0.3*sum(op.T@op for op in f)
for i, j, sign in ((0, 1, 1), (1, 2, -1), (2, 3, 1), (3, 0, -1)):
    h, p = bond_hop(i, j), bond_pair(i, j)
    plaquette_h = plaquette_h - 0.7*(h+h.T) - 0.4*sign*(p+p.T)
levels, vectors = np.linalg.eigh(plaquette_h)
weight = np.exp(-(levels-levels[0])/0.5)
rho = (vectors*(weight/weight.sum())) @ vectors.T
wick_chi = np.trace(rho@bond_hop(0, 1))
wick_pair = np.trace(rho@bond_pair(0, 1))
wick_spin = np.trace(rho@spin_dot(f, 0, 1))
assert abs(wick_chi) > 0.05 and abs(wick_pair) > 0.05
assert abs(wick_spin + 0.375*(wick_chi**2+wick_pair**2)) < 1e-10

# ---------- momentum grid and densities of states ----------
N = 96
k = (np.arange(N)+0.5)*np.pi/N
kx, ky = np.meshgrid(k, k)
gamma = (np.cos(kx)+np.cos(ky)).ravel()
dwave = (np.cos(kx)-np.cos(ky)).ravel()

def dos_pair(g):
    q2 = (g/2)**2
    ell_k, ell_e = ellipkm1(q2), ellipe(1-q2)
    return ell_k/np.pi**2, 4/np.pi**2*((1+q2)*ell_k-2*ell_e)

gl_x, gl_w = np.polynomial.legendre.leggauss(6)
edges = np.linspace(-2, 2, 801)
half = 0.5*np.diff(edges)
g = (0.5*(edges[1:]+edges[:-1])[:, None] + half[:, None]*gl_x).ravel()
g_weight = (half[:, None]*gl_w).ravel()
rho_s, rho_d = dos_pair(g)
w_s, w_d = g_weight*rho_s, g_weight*rho_d
assert np.all(rho_d > 0)

def tanh_ratio(x):
    x = np.where(np.abs(x) < 1e-8, 1e-8, x)
    return np.tanh(x)/x

def pair_kernel(hop, g_f, T):
    return np.dot(w_d, tanh_ratio(hop*(g_f-g)/T))/(2*T)

assert abs(w_s.sum()-1) < 1e-5 and abs(w_d.sum()-1) < 1e-5
xi_test = 2*0.4*(0.2-gamma)
direct = np.mean(dwave**2*np.tanh(xi_test/0.2)/xi_test)
assert abs(direct/pair_kernel(0.4, 0.2, 0.1)-1) < 1e-4
log_slope = (pair_kernel(1.0, 0.4, 0.005)
             - pair_kernel(1.0, 0.4, 0.01))/np.log(2)
log_formula = dos_pair(0.4)[1]
assert abs(log_slope/log_formula-1) < 0.01

# ---------- holons: sum over powers of the fugacity ----------
CUT = 300
ux, uw = np.polynomial.legendre.leggauss(80)
ux, uw = 0.5*(ux+1), 0.5*uw
power = np.concatenate([np.arange(1, CUT+1), (CUT+0.5)/ux**2])
power_w = np.concatenate([np.ones(CUT), 2*(CUT+0.5)/ux**3*uw])

def holon_sums(T, chi, s, tau=TAU):
    a = 2*t*chi/T*power
    common = power_w*np.exp(-s*power)*i0e(a)*i0e(2*tau/T*power)
    return np.dot(common, i0e(a)), np.dot(common, i1e(a))

def holon_bond(T, chi, delta):
    n_crit, b_crit = holon_sums(T, chi, 0.0)
    if delta >= n_crit:
        return b_crit+delta-n_crit, delta-n_crit, 0.0
    s = brentq(lambda y: holon_sums(T, chi, y)[0]-delta, 0, 60, xtol=1e-14)
    return holon_sums(T, chi, s)[1], 0.0, s

kz = (np.arange(12)+0.5)*np.pi/12
excitation = (2*t*0.3*(2-gamma[:, None]) + 2*TAU*(1-np.cos(kz)))/0.12
bose = 1/np.expm1(excitation+0.15)
series = holon_sums(0.12, 0.3, 0.15)
assert abs(bose.mean()/series[0]-1) < 1e-5
assert abs((0.5*gamma[:, None]*bose).mean()/series[1]-1) < 1e-5
long_m = np.arange(1, 1000001)
a_test, c_test = 2*t*0.3/0.12, 2*TAU/0.12
long_sum = np.sum(i0e(a_test*long_m)**2*i0e(c_test*long_m))
long_sum += 2/(2*np.pi*a_test*np.sqrt(2*np.pi*c_test)*np.sqrt(1000000.5))
assert abs(long_sum/holon_sums(0.12, 0.3, 0)[0]-1) < 1e-5

# ---------- the two transition temperatures ----------
def solve(equations, guess, *args):
    answer = root(equations, guess, args=args, tol=1e-11).x
    assert np.max(np.abs(equations(answer, *args))) < 1e-7
    return answer

def normal_equations(chi, g_f, T, B, delta):
    hop = t*B+0.375*J*chi
    th = np.tanh(hop*(g_f-g)/T)
    return [np.dot(w_s, th)-delta, -0.5*np.dot(w_s, g*th)-chi], hop

def crossing_eq(v, tau):
    chi, g_f, T, delta = v[0], v[1], np.exp(v[2]), np.exp(v[3])
    n_crit, B = holon_sums(T, chi, 0, tau)
    eq, hop = normal_equations(chi, g_f, T, B, delta)
    return eq+[0.375*J*pair_kernel(hop, g_f, T)-1, n_crit/delta-1]

def pairing_eq(v, delta):
    chi, g_f, T = v[0], v[1], np.exp(v[2])
    B = holon_bond(T, chi, delta)[0]
    eq, hop = normal_equations(chi, g_f, T, B, delta)
    return eq+[0.375*J*pair_kernel(hop, g_f, T)-1]

def condense_normal_eq(v, delta):
    chi, g_f, T = v[0], v[1], np.exp(v[2])
    n_crit, B = holon_sums(T, chi, 0)
    return normal_equations(chi, g_f, T, B, delta)[0]+[n_crit/delta-1]

def spinon_averages(chi, pair, mu, B, T):
    xi = -2*(t*B+0.375*J*chi)*gamma-mu
    energy = np.sqrt(xi**2+(0.75*J*pair*dwave)**2+1e-24)
    th = np.tanh(energy/(2*T))/energy
    return (np.mean(xi*th), -0.5*np.mean(gamma*xi*th),
            0.375*J*np.mean(dwave**2*th))

def condense_paired_eq(v, delta):
    chi, pair, mu, T = v[0], v[1], v[2], np.exp(v[3])
    n_crit, B = holon_sums(T, chi, 0)
    filling, new_chi, gap = spinon_averages(chi, pair, mu, B, T)
    return [filling-delta, new_chi-chi, gap-1, n_crit/delta-1]

cross = solve(crossing_eq, [0.33, 0.07, np.log(0.145), np.log(0.058)], TAU)
chi_x, gf_x, T_x, delta_x = cross[0], cross[1], np.exp(cross[2]), np.exp(cross[3])
hop_x = t*holon_sums(T_x, chi_x, 0)[1]+0.375*J*chi_x
small_tau = cross
for tau_value in (1e-4, 1e-5):
    small_tau = solve(crossing_eq, small_tau, tau_value)

dopings = [i/100 for i in range(1, 31)]
above = [x for x in dopings if x > delta_x]
below = [x for x in reversed(dopings) if x < delta_x]
T_rvb, T_be, hop_at = {}, {}, {}
for path in (above, below):
    v = cross[:3]
    for x in path:
        v = solve(pairing_eq, v, x)
        T_rvb[x] = np.exp(v[2])
        hop_at[x] = t*holon_bond(T_rvb[x], v[0], x)[0]+0.375*J*v[0]
v = cross[:3]
for x in above:
    v = solve(condense_normal_eq, v, x)
    T_be[x] = np.exp(v[2])
v = np.array([chi_x, 0.15, -2*hop_x*gf_x, np.log(T_x)])
for x in below:
    v = solve(condense_paired_eq, v, x)
    v[1] = abs(v[1])
    T_be[x] = np.exp(v[3])

rvb = np.array([T_rvb[x] for x in dopings])
be = np.array([T_be[x] for x in dopings])
T_c = {x: min(T_rvb[x], T_be[x]) for x in dopings}
assert np.all(np.diff(rvb) < 0) and np.all(np.diff(be) > 0)
assert np.all(rvb < 3*J/16) and max(T_c.values()) < T_x
estimate = T_x*np.log(T_x/TAU)/(4*np.pi*t*chi_x)
assert abs(estimate/delta_x-1) < 0.03

# ---------- cause of the fall of T_RVB: bandwidth against filling ----------
def frozen_pairing(hop, delta):
    def excess(log_T):
        T = np.exp(log_T)
        g_f = brentq(lambda y: np.dot(w_s, np.tanh(hop*(y-g)/T))-delta, -3, 3)
        return 0.375*J*pair_kernel(hop, g_f, T)-1
    return np.exp(brentq(excess, np.log(0.003), np.log(3*J/16)))

T_filling_only = frozen_pairing(hop_at[0.05], 0.15)
T_hopping_only = frozen_pairing(hop_at[0.15], 0.05)
assert T_hopping_only < T_filling_only < T_rvb[0.05]

# ---------- states found by plain iteration from generic values ----------
def mean_field_state(delta, T):
    chi, pair = 0.3, 0.2
    for _ in range(500):
        B = holon_bond(T, chi, delta)[0]
        mu = brentq(lambda m: spinon_averages(chi, pair, m, B, T)[0]-delta,
                    -6, 6, xtol=1e-13)
        _, new_chi, gap = spinon_averages(chi, pair, mu, B, T)
        change = abs(new_chi-chi)+abs(pair*gap-pair)
        chi, pair = new_chi, pair*gap
        if change < 1e-11:
            break
    B, n0, s = holon_bond(T, chi, delta)
    return chi, pair, mu, B, n0, s

cold = mean_field_state(0.02, 0.8*T_be[0.02])
warm = mean_field_state(0.02, 1.2*T_be[0.02])
assert cold[4] > 1e-3 and cold[1] > 0.05
assert warm[4] == 0 and warm[1] > 0.05
cold = mean_field_state(0.15, 0.8*T_rvb[0.15])
warm = mean_field_state(0.15, 1.2*T_rvb[0.15])
assert cold[4] > 1e-3 and cold[1] > 0.01
assert warm[4] > 1e-3 and warm[1] < 1e-5

# ---------- free energy is stationary at a spinon-gap state ----------
T_gap = 0.5*(T_be[0.02]+T_rvb[0.02])
gap_state = mean_field_state(0.02, T_gap)
def free_energy(v):
    chi, pair, mu, B, mu_b = v
    xi = -2*(t*B+0.375*J*chi)*gamma-mu
    energy = np.sqrt(xi**2+(0.75*J*pair*dwave)**2)
    spinon = np.mean(xi-2*T_gap*np.logaddexp(energy/(2*T_gap),
                                             -energy/(2*T_gap)))
    holon_e = -2*t*chi*gamma[:, None]-2*TAU*np.cos(kz)-mu_b
    holon = T_gap*np.mean(np.log(-np.expm1(-holon_e/T_gap)))
    return (spinon+holon+mu*0.98+mu_b*0.02+4*t*chi*B
            + 0.75*J*(chi**2+pair**2))
mu_b = -4*t*gap_state[0]-2*TAU-gap_state[5]*T_gap
point = np.array(list(gap_state[:4])+[mu_b])
gradient = []
for i in range(5):
    step = np.zeros(5)
    step[i] = 1e-6
    gradient.append((free_energy(point+step)-free_energy(point-step))/2e-6)
assert gap_state[4] == 0 and gap_state[1] > 0.05
assert np.max(np.abs(gradient)) < 2e-5

# ---------- printed results ----------
print(f"J = {J_EV:.3f} eV; t/J = {t:.1f}; tau/J = {TAU:.4f}")
print(f"upper bound on T_RVB, 3/16 = {3/16:.4f} J")
print(f"Wick test: chi = {wick_chi:.5f}, pair = {wick_pair:.5f}")
print(f"Wick test: <S.S> = {wick_spin:.6f} (dimensionless)")
print("doping | T_RVB (J) | T_BE (J) | T_c (J)")
for x in (0.01, 0.02, 0.03, 0.04, 0.05, 0.06, 0.08, 0.10, 0.15, 0.20, 0.25, 0.30):
    print(f"{x:.2f} | {T_rvb[x]:.5f} | {T_be[x]:.5f} | {T_c[x]:.5f}")
print(f"crossing doping = {delta_x:.4f} holes per site")
print(f"crossing T_c = {T_x:.4f} J = {T_x*KELVIN_PER_J:.1f} K")
print(f"crossing chi = {chi_x:.4f}; spinon hopping = {hop_x:.4f} J")
print(f"logarithmic estimate of crossing doping = {estimate:.4f}")
print(f"tau = 1e-5 J: crossing doping = {np.exp(small_tau[3]):.4f}")
print(f"tau = 1e-5 J: crossing T_c = {np.exp(small_tau[2]):.4f} J")
print(f"spinon hopping at T_RVB, doping 0.05 = {hop_at[0.05]:.4f} J")
print(f"spinon hopping at T_RVB, doping 0.15 = {hop_at[0.15]:.4f} J")
print(f"T_RVB, filling 0.15, hopping of 0.05 = {T_filling_only:.4f} J")
print(f"T_RVB, filling 0.05, hopping of 0.15 = {T_hopping_only:.4f} J")
print(f"Cooper-log slope, hop 1 J, g_F 0.4: {log_slope:.4f} per J")
print(f"same slope from density of states: {log_formula:.4f} per J")
print("States at T_c/2 (amplitudes dimensionless):")
print("doping | T (J) | chi | pair | B | n0 | n0*pair")
for x in (0.02, 0.06, 0.15):
    state = mean_field_state(x, 0.5*T_c[x])
    print(f"{x:.2f} | {0.5*T_c[x]:.4f} | {state[0]:.4f} | {state[1]:.4f}"
          f" | {state[3]:.4f} | {state[4]:.4f} | {state[4]*state[1]:.5f}")
print(f"Spinon-gap state: doping 0.02, T = {T_gap:.4f} J")
print(f"  chi = {gap_state[0]:.4f}, pair = {gap_state[1]:.4f}, n0 = {gap_state[4]:.1f}")
print(f"  gap amplitude at (pi,0) = {1.5*J*gap_state[1]:.4f} J")
print(f"largest free-energy gradient = {np.max(np.abs(gradient)):.1e} J")
print("verified")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 109, in <module>
    assert abs(w_s.sum()-1) < 1e-5 and abs(w_d.sum()-1) < 1e-5
                                       ^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The normalization test failed because of the quadrature, not the physics: integrating the density-of-states formula analytically gives exactly one. Both densities diverge logarithmically at the band centre, and the uniform integration segments there cause an estimated error of about 6e-5 in the pairing-weighted density, above the allowed 1e-5. The segments now shrink geometrically towards the centre and are finer elsewhere, which also resolves the small pairing temperatures at high doping better. The tested quantities are unchanged, and the normalization tolerance is tightened from 1e-5 to 1e-8.

The change:

```diff
@@ -91,6 +91,10 @@
     return ell_k/np.pi**2, 4/np.pi**2*((1+q2)*ell_k-2*ell_e)
 
+# segments shrink geometrically towards the logarithmic peak at g = 0
 gl_x, gl_w = np.polynomial.legendre.leggauss(6)
-edges = np.linspace(-2, 2, 801)
+WIDTH = 0.00125
+positive = np.concatenate([[0.0], WIDTH*0.5**np.arange(20, 0, -1),
+                           np.linspace(WIDTH, 2, 1600)])
+edges = np.concatenate([-positive[:0:-1], positive])
 half = 0.5*np.diff(edges)
 g = (0.5*(edges[1:]+edges[:-1])[:, None] + half[:, None]*gl_x).ravel()
@@ -107,5 +111,6 @@
     return np.dot(w_d, tanh_ratio(hop*(g_f-g)/T))/(2*T)
 
-assert abs(w_s.sum()-1) < 1e-5 and abs(w_d.sum()-1) < 1e-5
+assert abs(w_s.sum()-1) < 1e-8
+assert abs(w_d.sum()-1) < 1e-8
 xi_test = 2*0.4*(0.2-gamma)
 direct = np.mean(dwave**2*np.tanh(xi_test/0.2)/xi_test)
```

After the repair:

```
J = 0.100 eV; t/J = 3.0; tau/J = 0.0010
upper bound on T_RVB, 3/16 = 0.1875 J
Wick test: chi = 0.43398, pair = 0.32461
Wick test: <S.S> = -0.110140 (dimensionless)
doping | T_RVB (J) | T_BE (J) | T_c (J)
0.01 | 0.18076 | 0.03661 | 0.03661
0.02 | 0.17576 | 0.06487 | 0.06487
0.03 | 0.17095 | 0.09124 | 0.09124
0.04 | 0.16618 | 0.11640 | 0.11640
0.05 | 0.16140 | 0.14068 | 0.14068
0.06 | 0.15659 | 0.16385 | 0.15659
0.08 | 0.14679 | 0.20630 | 0.14679
0.10 | 0.13664 | 0.24696 | 0.13664
0.15 | 0.10806 | 0.34279 | 0.10806
0.20 | 0.07056 | 0.43170 | 0.07056
0.25 | 0.03049 | 0.51408 | 0.03049
0.30 | 0.00830 | 0.58964 | 0.00830
crossing doping = 0.0573 holes per site
crossing T_c = 0.1579 J = 183.2 K
crossing chi = 0.3727; spinon hopping = 0.3097 J
logarithmic estimate of crossing doping = 0.0569
tau = 1e-5 J: crossing doping = 0.0922
tau = 1e-5 J: crossing T_c = 0.1407 J
spinon hopping at T_RVB, doping 0.05 = 0.2856 J
spinon hopping at T_RVB, doping 0.15 = 0.5973 J
T_RVB, filling 0.15, hopping of 0.05 = 0.1567 J
T_RVB, filling 0.05, hopping of 0.15 = 0.1202 J
Cooper-log slope, hop 1 J, g_F 0.4: 0.4198 per J
same slope from density of states: 0.4198 per J
States at T_c/2 (amplitudes dimensionless):
doping | T (J) | chi | pair | B | n0 | n0*pair
0.02 | 0.0324 | 0.3631 | 0.3057 | 0.0200 | 0.0117 | 0.00357
0.06 | 0.0783 | 0.3824 | 0.2411 | 0.0599 | 0.0362 | 0.00872
0.15 | 0.0540 | 0.3944 | 0.1515 | 0.1499 | 0.1354 | 0.02052
Spinon-gap state: doping 0.02, T = 0.1203 J
  chi = 0.3478, pair = 0.2502, n0 = 0.0
  gap amplitude at (pi,0) = 0.3754 J
largest free-energy gradient = 1.2e-08 J
verified
```
